# Crystal-momentum selection rule for electron–phonon matrix elements: verification in Python

```python
# Result under test (1D crystal, Hartree atomic units, N cells of length a):
#   Delta_q V(x) = sum_{p,s} l_s e_s exp(i q a p) dV/dtau_{p,s},  l_s = (2 M_s omega)^(-1/2)
#   <psi_{m k'}|Delta_q V|psi_{n k}> = g if k' = k + q - G0 (G0 reciprocal), else 0,
#   g = integral over one cell of conj(u_{m,k+q}) dv u_{nk},  dv = exp(-iqx) Delta_q V periodic,
#   u_{m,k+q} = exp(-i G0 x) u_{m k'},  psi = N^(-1/2) exp(ikx) u,  u = a^(-1/2) sum_G c(G) exp(iGx).
# p: cell, s: atom (A, B), tau: position, M: mass, e: phonon eigenvector, b = 2 pi / a,
# k = j b / N. Model: Gaussian wells -depth*exp(-x^2/(2 sigma^2)), alternating springs K1, K2.
# One side of each test uses the whole supercell with really displaced atoms (grid quadrature,
# finite differences, diagonalization); the other side uses the unit-cell formula.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, circulant

meV = 1e3 * sc.physical_constants["Hartree energy in eV"][0]
amu = sc.atomic_mass / sc.m_e
a, sigma, N, jq = 6.0, 0.8, 8, 2
tau = np.array([0.0, 0.4 * a])
depth = np.array([0.6, 0.4])
mass = np.array([20.0, 40.0]) * amu
K1, K2 = 0.10, 0.05
b = 2 * np.pi / a
q = jq * b / N
nmax = 14
G = b * np.arange(-nmax, nmax + 1)
js = list(range(-3, 5))
cs = lambda z: f"{z.real:+.6f}{z.imag:+.6f}i"

def fold(j): return (j + 3) % N - 3
def well_ft(Q, s): return -depth[s] * np.sqrt(2 * np.pi) * sigma * np.exp(-Q**2 * sigma**2 / 2)

def phonon(qq):
    off = -(K1 + K2 * np.exp(-1j * qq * a)) / np.sqrt(mass[0] * mass[1])
    D = np.array([[(K1 + K2) / mass[0], off], [np.conj(off), (K1 + K2) / mass[1]]])
    w2, e = eigh(D)
    return np.sqrt(np.abs(w2)), e * (np.abs(e[0]) / e[0])

def bands(k):
    dG = G[:, None] - G[None, :]
    H = np.diag((k + G)**2 / 2) + sum(well_ft(dG, s) * np.exp(-1j * dG * tau[s]) for s in (0, 1)) / a
    E, c = eigh(H)
    c = c[:, :2]
    big = c[np.argmax(np.abs(c), axis=0), [0, 1]]
    return E[:2], c * (np.abs(big) / big)

def dv_fourier(qq, amp, GG):
    Q = qq + GG
    return sum(-1j * amp[s] * Q * well_ft(Q, s) * np.exp(-1j * Q * tau[s]) for s in (0, 1)) / a

def g_cell(c_out, c_in, qq, amp, G0):
    return c_out.conj().T @ dv_fourier(qq, amp, G[:, None] - G0 - G[None, :]) @ c_in

def grid(cells, per): return np.arange(cells * per) * a / per
def sites(cells): return a * np.arange(cells)[:, None] + tau[None, :]
def dist(x, pos):
    L = a * len(pos)
    return (x[None, None, :] - pos[:, :, None] + L / 2) % L - L / 2
def ionic(x, pos):
    return -(depth[None, :, None] * np.exp(-dist(x, pos)**2 / (2 * sigma**2))).sum(axis=(0, 1))
def kinetic(x):
    kk = 2 * np.pi * np.fft.fftfreq(len(x), x[1] - x[0])
    return circulant(np.fft.ifft(kk**2 / 2).real)
def deriv(f, pos, w, h):
    d = lambda u: (f(pos + h * u) - f(pos - h * u)) / (2 * h)
    return d(w.real) + 1j * d(w.imag) if np.iscomplexobj(w) else d(w)
def pattern(amp, cells): return amp[None, :] * np.exp(1j * q * a * np.arange(cells))[:, None]
def psi(k, c, x, cells): return np.exp(1j * np.outer(x, k + G)) @ c / np.sqrt(cells * a)

print(f"a = {a} bohr, tau_B = {tau[1]:.1f} bohr, sigma = {sigma} bohr, N = {N}")
print(f"depths = {depth[0]}, {depth[1]} Ha; K1, K2 = {K1}, {K2} Ha/bohr^2")
print(f"masses = {mass[0]/amu:.0f}, {mass[1]/amu:.0f} u = {mass[0]:.1f}, {mass[1]:.1f} m_e")
print(f"b = {b:.6f} 1/bohr, q = {jq}/{N} b = {q:.6f} 1/bohr; 1 Ha = {meV:.3f} meV")

# lattice sum
for d in range(-2 * N, 2 * N + 1):
    S = np.exp(1j * d * b / N * a * np.arange(N)).sum()
    assert abs(S - (N if d % N == 0 else 0)) < 1e-11

# phonons against the supercell dynamical matrix
Phi = np.zeros((2 * N, 2 * N))
for p in range(N):
    for i, j, K in ((2 * p, 2 * p + 1, K1), (2 * p + 1, (2 * p + 2) % (2 * N), K2)):
        Phi[i, i] += K; Phi[j, j] += K; Phi[i, j] -= K; Phi[j, i] -= K
mm = np.tile(mass, N)
Dsup = Phi / np.sqrt(np.outer(mm, mm))
w2s, xi = eigh(Dsup)
u2_sup = (xi[:2, 1:]**2 / (2 * mass[:, None] * np.sqrt(w2s[1:]))).sum(axis=1)
u2_mode = np.zeros(2)
for j in js:
    om, e = phonon(j * b / N)
    assert np.allclose(phonon(-j * b / N)[1], e.conj(), atol=1e-9)
    for nu in (0, 1):
        vec = (e[:, nu][None, :] * np.exp(1j * j * b / N * a * np.arange(N))[:, None]).ravel()
        assert np.abs(Dsup @ vec - om[nu]**2 * vec).max() < 1e-15
        if not (j == 0 and nu == 0):
            u2_mode += np.abs(e[:, nu])**2 / (2 * mass * om[nu]) / N
assert np.allclose(u2_sup, u2_mode, rtol=1e-9, atol=0)
print(f"zero-point <u^2> A, B: supercell {u2_sup[0]:.6f}, {u2_sup[1]:.6f} bohr^2")
print(f"zero-point <u^2> A, B: mode sum  {u2_mode[0]:.6f}, {u2_mode[1]:.6f} bohr^2")

# Bloch states against the real-space supercell Hamiltonian
per = 40
x = grid(N, per); dx = x[1]; pos0 = sites(N); T = kinetic(x)
st = {j: bands(j * b / N) for j in js}
Psi = np.hstack([psi(j * b / N, st[j][1], x, N) for j in js])
Eall = np.concatenate([st[j][0] for j in js])
H0 = T + np.diag(ionic(x, pos0))
assert np.abs(eigh(H0, eigvals_only=True)[:2 * N] - np.sort(Eall)).max() < 1e-9
assert np.abs(H0 @ Psi - Psi * Eall).max() < 1e-8
assert np.abs(Psi.conj().T @ Psi * dx - np.eye(2 * N)).max() < 1e-10
sl = lambda j: slice(2 * js.index(j), 2 * js.index(j) + 2)
elem = lambda f: Psi.conj().T @ (f[:, None] * Psi) * dx
print("band 1 E(j=0..4) =", " ".join(f"{st[j][0][0]:.5f}" for j in range(5)), "Ha")
print("band 2 E(j=0..4) =", " ".join(f"{st[j][0][1]:.5f}" for j in range(5)), "Ha")
for j in (-1, 1, 3, -3):
    print(f"band 1 c(G=-b,0,b), j={j:+d}:", " ".join(cs(z) for z in st[j][1][nmax - 1:nmax + 2, 0]))

omega, evec = phonon(q)
xc = x[:per]
ucell = lambda j: np.exp(1j * np.outer(xc, G)) @ st[j][1] / np.sqrt(a)
lams = (0.004, 0.008)
print(f"frozen-phonon amplitudes lambda = {lams[0]}, {lams[1]} (dimensionless)")
for nu, name in ((0, "acoustic"), (1, "optical")):
    ell = 1 / np.sqrt(2 * mass * omega[nu])
    amp = ell * evec[:, nu]
    w = pattern(amp, N)
    f = lambda pos: ionic(x, pos)
    dV = deriv(f, pos0, w, 1e-4)
    dv = np.exp(-1j * q * x) * dV
    assert np.abs(np.roll(dv, per) - dv).max() < 1e-9
    assert np.abs(np.roll(dV, per) - dV).max() > 1e-3
    assert np.abs(np.exp(1j * np.outer(x, G)) @ dv_fourier(q, amp, G) - dv).max() < 1e-9
    M = elem(dV)
    P = np.zeros_like(M); allowed = np.zeros(M.shape, bool)
    for j in js:
        jp = fold(j + jq); G0 = (j + jq - jp) * b / N
        P[sl(jp), sl(j)] = g_cell(st[jp][1], st[j][1], q, amp, G0)
        allowed[sl(jp), sl(j)] = True
        uo = np.exp(-1j * G0 * xc)[:, None] * ucell(jp)
        quad = uo.conj().T @ (dv[:per, None] * ucell(j)) * dx
        assert np.abs(quad - P[sl(jp), sl(j)]).max() < 1e-9
        unfolded = g_cell(bands((j + jq) * b / N)[1], st[j][1], q, amp, 0.0)
        assert np.abs(np.abs(unfolded) - np.abs(quad)).max() < 1e-9
    assert np.abs(M - P).max() < 1e-9 and np.abs(P).max() > 1e-4
    assert np.abs(elem(deriv(f, pos0, 2 * w.real, 1e-4)) - P - P.conj().T).max() < 2e-9
    gN, gU = P[sl(1), sl(-1)][0, 0], P[sl(-3), sl(3)][0, 0]
    naive = g_cell(st[-3][1], st[3][1], q, amp, 0.0)[0, 0]
    assert abs(naive - gU) > 0.1 * abs(gU)
    # twice as many cells: same g
    x2 = grid(2 * N, per)
    dV2 = deriv(lambda pos: ionic(x2, pos), sites(2 * N), pattern(amp, 2 * N), 1e-4)
    g2 = np.vdot(psi(-3 * b / N, st[-3][1], x2, 2 * N)[:, 0],
                 dV2 * psi(3 * b / N, st[3][1], x2, 2 * N)[:, 0]) * dx
    assert abs(g2 - gU) < 1e-9
    # splittings of the pairs j = +-1, +-2, +-3 in the distorted crystal
    split = []
    for lam in lams:
        E = eigh(T + np.diag(ionic(x, pos0 + 2 * lam * w.real)), eigvals_only=True)
        split.append(np.array([E[2] - E[1], E[4] - E[3], E[6] - E[5]]))
    ratio = split[1] / split[0]
    # relative corrections are of order (lambda g / level spacing)^2
    assert abs(split[0][0] / (2 * lams[0] * abs(gN)) - 1) < 2e-4
    assert abs(split[0][2] / (2 * lams[0] * abs(gU)) - 1) < 2e-4
    assert abs(ratio[0] - 2) < 2e-3 and abs(ratio[2] - 2) < 2e-3
    assert split[0][1] > 1e-10 and abs(ratio[1] - 4) < 2e-2
    print(f"--- {name}: omega = {omega[nu]:.6e} Ha = {omega[nu]*meV:.3f} meV")
    print(f"e_A = {cs(evec[0, nu])}, e_B = {cs(evec[1, nu])}")
    print(f"l_A = {ell[0]:.6f} bohr, l_B = {ell[1]:.6f} bohr")
    for lab, ns in (("-2b,-b", (-2, -1)), ("0,b", (0, 1))):
        print(f"dv(G={lab}) =", " ".join(cs(dv_fourier(q, amp, n * b)) for n in ns), "Ha")
    print(f"normal -1->+1: g cell {cs(gN)}, crystal {cs(M[sl(1), sl(-1)][0, 0])} Ha")
    print(f"umklapp 3->-3: g cell {cs(gU)}, crystal {cs(M[sl(-3), sl(3)][0, 0])} Ha")
    print(f"|g| normal = {abs(gN):.6e} Ha = {abs(gN)*meV:.2f} meV")
    print(f"|g| umklapp = {abs(gU):.6e} Ha = {abs(gU)*meV:.2f} meV")
    print(f"umklapp without exp(iG0x): {abs(naive):.6e} Ha; N=16 value {abs(g2):.6e} Ha")
    print(f"largest forbidden element = {np.abs(M[~allowed]).max():.1e} Ha ({(~allowed).sum()} elements)")
    print(f"split +-1: {split[0][0]:.5e} Ha, 2 lambda |g| = {2*lams[0]*abs(gN):.5e} Ha")
    print(f"split +-3: {split[0][2]:.5e} Ha, 2 lambda |g| = {2*lams[0]*abs(gU):.5e} Ha")
    print(f"split +-2: {split[0][1]:.3e} Ha; doubling ratios +-1,2,3: "
          f"{ratio[0]:.4f} {ratio[1]:.3f} {ratio[2]:.4f}")

# the remaining tests use the optical pattern (amp, w, allowed as last set)
# one displaced atom: no selection rule, weight 1/N
one = np.zeros((N, 2)); one[0, 0] = 1.0
M1 = elem(deriv(lambda pos: ionic(x, pos), pos0, one, 1e-4))
for j in js:
    for jp in js:
        pred = g_cell(st[jp][1], st[j][1], (jp - j) * b / N, np.array([1.0, 0.0]), 0.0) / N
        assert np.abs(M1[sl(jp), sl(j)] - pred).max() < 1e-8
m1 = np.abs(M1[::2, ::2])
assert m1.min() > 1e-5
print(f"--- one atom A moved, band 1: |element| {m1.min():.2e} to {m1.max():.2e} Ha/bohr")

# nonlocal separable term Dnl |beta><beta| on every atom, beta = exp(-x^2/(2 snl^2))
Dnl, snl = 0.2, 0.6
def nonlocal_matrix(pos):
    proj = np.exp(-dist(x, pos)**2 / (2 * snl**2)).reshape(2 * N, -1) @ Psi * dx
    return Dnl * proj.conj().T @ proj
Mnl = deriv(nonlocal_matrix, pos0, w, 1e-4)
bt = lambda Q: np.sqrt(2 * np.pi) * snl * np.exp(-Q**2 * snl**2 / 2)
Pnl = np.zeros_like(Mnl)
for j in js:
    jp = fold(j + jq)
    Qi, Qo = (j * b / N + G)[None, :], (jp * b / N + G)[:, None]
    ker = sum(-1j * amp[s] * (Qo - Qi) * np.exp(-1j * (Qo - Qi) * tau[s]) for s in (0, 1))
    Pnl[sl(jp), sl(j)] = st[jp][1].conj().T @ (Dnl / a * bt(Qo) * bt(Qi) * ker) @ st[j][1]
assert np.abs(Mnl - Pnl).max() < 1e-9 and np.abs(Pnl).max() > 1e-4
print(f"nonlocal: D = {Dnl} Ha/bohr, width = {snl} bohr")
print(f"nonlocal: largest allowed {np.abs(Mnl[allowed]).max():.4e}, "
      f"forbidden {np.abs(Mnl[~allowed]).max():.1e} Ha")

# self-consistent contact mean field V = V_ion + U n, lowest band doubly filled
U, per_s = 0.2, 24
xs = grid(N, per_s); Ts = kinetic(xs)
def induced(pos, start):
    Vi, Vh = ionic(xs, pos), start.copy()
    for _ in range(200):
        vec = eigh(Ts + np.diag(Vi + Vh), subset_by_index=[0, N - 1])[1]
        new = U * 2 * (vec**2).sum(axis=1) / xs[1]
        if np.abs(new - Vh).max() < 1e-11:
            return new
        Vh = Vh + 0.6 * (new - Vh)
    raise AssertionError("self-consistency not reached")
Vh0 = induced(pos0, np.zeros_like(xs))
vscf = lambda pos: ionic(xs, pos) + induced(pos, Vh0)
dVs = deriv(vscf, pos0, w, 5e-3)
dbare = deriv(lambda pos: ionic(xs, pos), pos0, w, 5e-3)
built = np.zeros_like(dVs)
for s in (0, 1):
    one = np.zeros((N, 2)); one[0, s] = 1.0
    d0 = deriv(vscf, pos0, one, 5e-4)
    built += sum(w[p, s] * np.roll(d0, p * per_s) for p in range(N))
scale = np.abs(dVs).max()
F = np.abs(np.fft.fft(dVs))
leak = F[np.arange(len(xs)) % N != jq].max() / F.max()
ind = np.abs(dVs - dbare).max() / np.abs(dbare).max()
mis = np.abs(built - dVs).max() / scale
# central differences leave a relative error of order (displacement / sigma)^2, about 1e-6
assert mis < 1e-5 and leak < 1e-5 and ind > 1e-2
print(f"self-consistent: U = {U} Ha bohr, induced/bare = {ind:.3f}")
print(f"self-consistent: Fourier weight off q+G = {leak:.1e} (relative)")
print(f"self-consistent: translated one-atom responses vs phonon = {mis:.1e} (relative)")
print("done: every assertion held")
```

Printed output:

```
a = 6.0 bohr, tau_B = 2.4 bohr, sigma = 0.8 bohr, N = 8
depths = 0.6, 0.4 Ha; K1, K2 = 0.1, 0.05 Ha/bohr^2
masses = 20, 40 u = 36457.8, 72915.5 m_e
b = 1.047198 1/bohr, q = 2/8 b = 0.261799 1/bohr; 1 Ha = 27211.386 meV
zero-point <u^2> A, B: supercell 0.008949, 0.006705 bohr^2
zero-point <u^2> A, B: mode sum  0.008949, 0.006705 bohr^2
band 1 E(j=0..4) = -0.36321 -0.35615 -0.33607 -0.30834 -0.29196 Ha
band 2 E(j=0..4) = 0.15023 0.07834 -0.01827 -0.09435 -0.12705 Ha
band 1 c(G=-b,0,b), j=-1: +0.099437+0.057720i +0.974347+0.000000i +0.157745-0.103076i
band 1 c(G=-b,0,b), j=+1: +0.157745+0.103076i +0.974347-0.000000i +0.099437-0.057720i
band 1 c(G=-b,0,b), j=+3: +0.351311+0.237122i +0.900999-0.000000i +0.072809-0.023236i
band 1 c(G=-b,0,b), j=-3: +0.072809+0.023236i +0.900999+0.000000i +0.351311-0.237122i
frozen-phonon amplitudes lambda = 0.004, 0.008 (dimensionless)
--- acoustic: omega = 8.280851e-04 Ha = 22.533 meV
e_A = +0.534522+0.000000i, e_B = +0.755929+0.377964i
l_A = 0.128692 bohr, l_B = 0.090999 bohr
dv(G=-2b,-b) = -0.006361-0.009588i +0.004723-0.004242i Ha
dv(G=0,b) = +0.000432+0.006131i +0.003478+0.003478i Ha
normal -1->+1: g cell +0.000608+0.004613i, crystal +0.000608+0.004613i Ha
umklapp 3->-3: g cell +0.000352+0.000561i, crystal +0.000352+0.000561i Ha
|g| normal = 4.652516e-03 Ha = 126.60 meV
|g| umklapp = 6.621264e-04 Ha = 18.02 meV
umklapp without exp(iG0x): 8.420840e-03 Ha; N=16 value 6.621264e-04 Ha
largest forbidden element = 1.0e-12 Ha (224 elements)
split +-1: 3.72201e-05 Ha, 2 lambda |g| = 3.72201e-05 Ha
split +-3: 5.29701e-06 Ha, 2 lambda |g| = 5.29701e-06 Ha
split +-2: 1.832e-08 Ha; doubling ratios +-1,2,3: 2.0000 4.000 2.0000
--- optical: omega = 2.342178e-03 Ha = 63.734 meV
e_A = +0.845154+0.000000i, e_B = -0.478091-0.239046i
l_A = 0.076521 bohr, l_B = 0.054108 bohr
dv(G=-2b,-b) = +0.002392-0.007754i -0.001776-0.010110i Ha
dv(G=0,b) = -0.000162+0.002345i -0.001308+0.012427i Ha
normal -1->+1: g cell -0.004131+0.001419i, crystal -0.004131+0.001419i Ha
umklapp 3->-3: g cell -0.004789-0.006811i, crystal -0.004789-0.006811i Ha
|g| normal = 4.367543e-03 Ha = 118.85 meV
|g| umklapp = 8.326045e-03 Ha = 226.56 meV
umklapp without exp(iG0x): 1.133944e-02 Ha; N=16 value 8.326045e-03 Ha
largest forbidden element = 2.1e-12 Ha (224 elements)
split +-1: 3.49404e-05 Ha, 2 lambda |g| = 3.49403e-05 Ha
split +-3: 6.66083e-05 Ha, 2 lambda |g| = 6.66084e-05 Ha
split +-2: 2.497e-08 Ha; doubling ratios +-1,2,3: 2.0000 4.000 2.0000
--- one atom A moved, band 1: |element| 5.36e-03 to 1.12e-02 Ha/bohr
nonlocal: D = 0.2 Ha/bohr, width = 0.6 bohr
nonlocal: largest allowed 6.3263e-03, forbidden 1.3e-12 Ha
self-consistent: U = 0.2 Ha bohr, induced/bare = 0.165
self-consistent: Fourier weight off q+G = 8.6e-12 (relative)
self-consistent: translated one-atom responses vs phonon = 7.4e-08 (relative)
done: every assertion held
```
